CCD for the Half-Filled Two-Site Hubbard Model

PROBLEM

Two electrons occupy a pair of equivalent sites, 1 and 2, with one orbital on each site. The Hamiltonian is

H = K + V,
K = −t Σ_σ (c†_1σ c_2σ + c†_2σ c_1σ),
V = U (n_1↑ n_1↓ + n_2↑ n_2↓).

Here c†_iσ creates an electron of spin σ on site i, n_iσ = c†_iσ c_iσ, t > 0 is the hopping strength and U > 0 is the repulsion between two electrons on the same site. Two electrons on two sites make the model half filled.

Define the bonding and antibonding operators

g_σ = (c_1σ + c_2σ)/√2,  u_σ = (c_1σ − c_2σ)/√2.

The reference determinant has both electrons in the bonding orbital:

|Φ⟩ = g†_↑ g†_↓ |0⟩.

(a) Find the action of H on |Φ⟩ and on the doubly excited determinant |D⟩ = u†_↑ u†_↓ |0⟩.

(b) Derive the energy and amplitude equations of coupled cluster with double excitations (CCD).

(c) Solve the amplitude equation in closed form, decide which root describes the ground state, and find its energy.

(d) Find the exact two-electron spectrum. Is the CCD energy exact, and if so, why?

(e) Examine weak and strong repulsion, and find the mean number of doubly occupied sites.

(f) Evaluate the results for U = 4t. Then study the iteration τ_new = τ − R(τ)/(4t), where τ is the doubles amplitude and R(τ) = 0 is the amplitude equation. For which U can it settle on the ground-state root?


SOLUTION

(a) The Hamiltonian in the two determinants

The definitions of g and u are inverted by adding and subtracting them:

c_1σ = (g_σ + u_σ)/√2,  c_2σ = (g_σ − u_σ)/√2.

For one spin, with the spin label left out, the hopping operator becomes

c†_1 c_2 + c†_2 c_1
= ½[(g† + u†)(g − u) + (g† − u†)(g + u)]
= ½[g†g − g†u + u†g − u†u + g†g + g†u − u†g − u†u]
= g†g − u†u.

The mixed terms cancel, so

K = −t Σ_σ (g†_σ g_σ − u†_σ u_σ).

An electron in the bonding orbital contributes −t and one in the antibonding orbital contributes +t. Therefore

K|Φ⟩ = −2t|Φ⟩,  K|D⟩ = +2t|D⟩.

The repulsion is simplest in terms of sites. Multiplying out the reference gives

|Φ⟩ = ½(c†_1↑ + c†_2↑)(c†_1↓ + c†_2↓)|0⟩ = ½(|I⟩ + |C⟩),

where the ionic and covalent combinations are

|I⟩ = (c†_1↑ c†_1↓ + c†_2↑ c†_2↓)|0⟩,
|C⟩ = (c†_1↑ c†_2↓ + c†_2↑ c†_1↓)|0⟩.

In |I⟩ both electrons are on the same site; in |C⟩ they are on different sites. Neither combination is normalized: each has squared norm 2. For the doubly excited determinant, the two minus signs multiply to a plus in the ionic part, while each covalent term keeps one minus sign:

|D⟩ = ½(c†_1↑ − c†_2↑)(c†_1↓ − c†_2↓)|0⟩ = ½(|I⟩ − |C⟩).

Adding the two expansions gives |I⟩ = |Φ⟩ + |D⟩. Since every term of |I⟩ has one doubly occupied site and |C⟩ has none, V|I⟩ = U|I⟩ and V|C⟩ = 0. Hence

V|Φ⟩ = V|D⟩ = (U/2)|I⟩ = (U/2)(|Φ⟩ + |D⟩).

Together with the hopping part,

H|Φ⟩ = (−2t + U/2)|Φ⟩ + (U/2)|D⟩,
H|D⟩ = (U/2)|Φ⟩ + (2t + U/2)|D⟩.

The bonding reference has the lowest hopping energy, but half of its weight is ionic, which costs U/2. The coupling U/2 to |D⟩ lets the electrons reduce that ionic weight.


(b) The CCD equations

The occupied spin orbitals are g↑ and g↓, and the empty ones are u↑ and u↓. There is one way to move two electrons from the first pair to the second, so the doubles operator has a single amplitude τ:

T = τ u†_↑ u†_↓ g_↓ g_↑.

The order of the operators fixes the sign of τ. Acting on |Φ⟩ = g†_↑ g†_↓|0⟩, g_↑ removes the first creation operator and leaves g†_↓|0⟩; then g_↓ leaves |0⟩. No sign is produced, so

T|Φ⟩ = τ|D⟩.

The product T² contains u†_↑ twice. These two factors can be brought together by anticommutation, which changes at most the overall sign, because the creation operators of u anticommute with all operators standing between them. Since (u†_↑)² = 0, it follows that T² = 0. The exponential series therefore ends after its linear term:

e^T = 1 + T,  e^(−T) = 1 − T.

In particular, T|D⟩ = 0. Coupled-cluster theory writes the state as e^T|Φ⟩ and projects the transformed Schrödinger equation on the reference and on the excited determinant:

E = ⟨Φ|e^(−T) H e^T|Φ⟩,
0 = R(τ) = ⟨D|e^(−T) H e^T|Φ⟩.

To evaluate both, start with e^T|Φ⟩ = |Φ⟩ + τ|D⟩ and apply H, using part (a):

H(|Φ⟩ + τ|D⟩) = a|Φ⟩ + b|D⟩,
a = −2t + U/2 + (U/2)τ,
b = U/2 + (2t + U/2)τ.

Now apply 1 − T. It turns a|Φ⟩ into a|Φ⟩ − aτ|D⟩ and leaves b|D⟩ unchanged. Thus

e^(−T) H e^T|Φ⟩ = a|Φ⟩ + (b − τa)|D⟩.

The determinants are orthonormal, so the energy is the coefficient of |Φ⟩ and the residual is that of |D⟩:

E(τ) = −2t + U/2 + (U/2)τ,

R(τ) = b − τa
= U/2 + 2tτ + (U/2)τ + 2tτ − (U/2)τ − (U/2)τ²
= U/2 + 4tτ − (U/2)τ².

The linear coefficient 4t is the difference of the diagonal energies of |D⟩ and |Φ⟩; their equal repulsion energies cancel. The quadratic term does not come from T²/2, which is zero. It comes from the product −T H T: the first T creates |D⟩, H returns it to |Φ⟩ with strength U/2, and the other T creates |D⟩ again.


(c) The amplitude and the energy

Multiply R(τ) = 0 by −2/U, which is allowed because U > 0:

τ² − (8t/U)τ − 1 = 0.

The quadratic formula gives

τ = 4t/U ± √(16t²/U² + 1).

With the abbreviation S = √(U² + 16t²), the roots are

τ₋ = (4t − S)/U,  τ₊ = (4t + S)/U.

Both are real. Their product is the constant term of the quadratic, τ₋τ₊ = −1. For t > 0 we have S < U + 4t, since (U + 4t)² exceeds S² by 8Ut. Hence τ₋ lies between −1 and 0, and τ₊ = −1/τ₋ is larger than 1.

To see the behaviour at small U, multiply the numerator and denominator of τ₋ by 4t + S:

τ₋ = (16t² − S²)/[U(4t + S)] = −U²/[U(4t + S)] = −U/(4t + S).

As U → 0, S → 4t and τ₋ → 0. The state then returns to |Φ⟩, which is the ground state without repulsion. The other root grows as 8t/U, so its state turns into |D⟩. The root connected to the noninteracting ground state is therefore τ₋.

Insert it in the energy:

E₋ = −2t + U/2 + (U/2)(4t − S)/U
= −2t + U/2 + 2t − S/2
= U/2 − S/2.

Because S/2 = √(S²/4) = √(U²/4 + 4t²), the CCD ground-state result is

τ = [4t − √(U² + 16t²)]/U,

E = U/2 − √(U²/4 + 4t²).

The same substitution with τ₊ gives E₊ = U/2 + √(U²/4 + 4t²). Part (d) shows that this is the energy of an excited state. Solving the CCD equation is thus not sufficient by itself: the root has to be identified.


(d) The exact spectrum, and why CCD reproduces it

Two electrons in four spin orbitals have six determinants. By part (a), H maps |Φ⟩ and |D⟩ into combinations of these same two, so this pair can be diagonalized separately. Its eigenvalues satisfy

(−2t + U/2 − E)(2t + U/2 − E) − (U/2)² = 0.

Put x = E − U/2. The first product is (−2t − x)(2t − x) = x² − 4t², so

x² = 4t² + U²/4,
E = U/2 ± √(U²/4 + 4t²).

These are the two CCD energies.

The other four determinants each have one electron in g and one in u. Their hopping energy is −t + t = 0, so K gives zero on each of them and on all their combinations. Two of them have parallel spins. The exclusion principle forbids parallel spins on the same site, so V also gives zero and both energies are 0. The two with opposite spins are

g†_↑ u†_↓|0⟩ = ½(|I′⟩ − |C′⟩),
u†_↑ g†_↓|0⟩ = ½(|I′⟩ + |C′⟩),

where

|I′⟩ = (c†_1↑ c†_1↓ − c†_2↑ c†_2↓)|0⟩,
|C′⟩ = (c†_1↑ c†_2↓ − c†_2↑ c†_1↓)|0⟩.

Their sum and difference show that |I′⟩ and |C′⟩ span the same space. The first has energy U, because it has one doubly occupied site, and the second has energy 0. The complete spectrum is therefore

U/2 − √(U²/4 + 4t²), 0, 0, 0, U, U/2 + √(U²/4 + 4t²).

The first value is negative, since the square root exceeds U/2. The four middle values are not negative. So E₋ is the exact ground-state energy for all t > 0 and U > 0.

The agreement can also be read from the coupled-cluster equations. When R(τ) = 0, the last vector equation before the energy and residual formulas in part (b) reduces to

e^(−T) H e^T|Φ⟩ = E|Φ⟩.

Multiplication by e^T gives H(|Φ⟩ + τ|D⟩) = E(|Φ⟩ + τ|D⟩). This is the full Schrödinger equation, not just two projections of it, because no other determinant appeared.

Two facts are responsible. First, two electrons allow no excitation higher than a double. Second, symmetry removes the singles. Exchange of the sites changes u into −u and leaves g unchanged. A determinant with one electron in u is odd under this exchange, whereas |Φ⟩ and |D⟩ are even. H does not change when the sites are exchanged, so it cannot connect the two classes.

The second fact fails if the sites have different energies. Add the term

W = Δ Σ_σ (n_1σ − n_2σ) = Δ Σ_σ (g†_σ u_σ + u†_σ g_σ),  Δ ≠ 0.

The second form follows from the same substitution as in part (a). Now W moves one electron between g and u, and

W(|Φ⟩ + τ|D⟩) = Δ(1 + τ)(u†_↑ g†_↓ + g†_↑ u†_↓)|0⟩.

T gives zero on these singly excited determinants, because it needs both g spin orbitals occupied. The factor 1 − T therefore leaves them as they are, and the singles residual is Δ(1 + τ). The CCD doubles equation itself is unchanged, since W takes |Φ⟩ and |D⟩ to singles alone. Its residual at τ = −1 is −4t, so neither root is −1 and the singles residual cannot vanish. With this reference, CCD then no longer gives an eigenstate; single excitations are needed.


(e) Weak and strong repulsion

For U much smaller than 4t, expand the square root in powers of U²/(16t²):

S/2 = 2t√(1 + U²/(16t²)) ≈ 2t + U²/(16t).

The energy and amplitude become

E ≈ −2t + U/2 − U²/(16t),
τ ≈ −U/(8t).

The first two terms of the energy are the reference energy. The third is the leading gain from correlation: the squared coupling (U/2)² divided by the energy difference 4t, with a minus sign.

The same expression results if τ² is dropped from R at any U. The linearized equation U/2 + 4tτ = 0 gives τ_lin = −U/(8t), and then

E_lin = −2t + U/2 − U²/(16t).

For strong repulsion this fails, because the last term grows as U². Since √(1 + y) ≤ 1 + y/2 for y ≥ 0, the linearized energy is never above the exact one. The quadratic term in the CCD equation limits the amplitude and prevents this fall.

For U much larger than 4t, expand in the opposite ratio:

E = U/2 − (U/2)√(1 + 16t²/U²) ≈ −4t²/U,
τ = 4t/U − √(1 + 16t²/U²) ≈ −1 + 4t/U.

The meaning of τ → −1 is visible in the site states:

|Φ⟩ + τ|D⟩ = ½[(1 + τ)|I⟩ + (1 − τ)|C⟩].

A negative amplitude reduces the ionic part and increases the covalent part. At τ = −1 the electrons would be on different sites with certainty. For finite U much larger than 4t, a small ionic part remains, and it allows the hopping to lower the energy by about 4t²/U below the covalent states of energy 0.

The mean number d of doubly occupied sites measures this change. It equals 1 in the ionic part and 0 in the covalent part. The ionic part has squared norm ¼(1 + τ)² × 2, and the whole state has squared norm 1 + τ². Their ratio is

d = (1 + τ)²/[2(1 + τ²)].

For τ = 0 this is ½, the value in the reference. For large U, insert 1 + τ ≈ 4t/U and 1 + τ² ≈ 2 to obtain d ≈ 4t²/U².


(f) Numbers for U = 4t, and the iteration

Take t as the unit of energy, so t = 1 and U = 4. The reference energy is −2 + 2 = 0, the diagonal energy of |D⟩ is 2 + 2 = 4, and the coupling is 2. The closed formulas give

τ = (4 − √32)/4 = 1 − √2 = −0.4142,
E = 2 − √8 = −0.8284.

The energy equation gives the same value: 0 + 2 × (−0.4142) = −0.8284. Since the reference energy is zero at this U, the whole of E is the lowering relative to the reference. The second root is 1 + √2 = 2.4142, with energy 2 + √8 = 4.8284. The complete spectrum, in units of t, is −0.8284, 0, 0, 0, 4 and 4.8284. The mean number of doubly occupied sites falls from 0.5 in the reference to

d = (1 − 0.4142)²/[2(1 + 0.4142²)] = 0.146.

The formulas of parts (c) and (e) give the following values for four strengths of repulsion, with energies in units of t:

U/t    τ         E         E_lin     d
1      −0.1231   −1.5616   −1.5625   0.379
4      −0.4142   −0.8284   −1.0000   0.146
8      −0.6180   −0.4721   −2.0000   0.053
16     −0.7808   −0.2462   −10.0000  0.015

The linearized energy is close at U = t. At U = 4t it is too low by 0.17t, about 21% of the magnitude of the exact energy, and at U = 16t it has no resemblance to it.

For the iteration, insert R(τ) in the given rule:

τ_new = τ − [U/2 + 4tτ − (U/2)τ²]/(4t)
= −(U/(8t))(1 − τ²).

Start from τ = 0. For U = 4t the rule is τ_new = −½(1 − τ²), and the successive values are

0, −0.5000, −0.3750, −0.4297, −0.4077, −0.4169, −0.4131.

They approach −0.4142 from alternating sides. The reason is the derivative of the right-hand side, which multiplies a small error at each step:

dτ_new/dτ = Uτ/(4t).

At the ground-state root this is

(4t − S)/(4t) = 1 − √(1 + U²/(16t²)).

It is negative, which explains the alternation, and equals −0.414 for U = 4t. Small errors shrink if its magnitude is below 1:

√(1 + U²/(16t²)) < 2,
U²/(16t²) < 3,
U < 4√3 t ≈ 6.93t.

At the bound itself the factor is −1 and the quadratic term decides. An error δ maps to −δ + (U/(8t))δ² with U/(8t) = √3/2, so two steps give δ − (3/2)δ³ to leading order. The error still shrinks, but only as the inverse square root of the number of steps. The root therefore attracts nearby values for U ≤ 4√3 t. Above this bound, a small error grows and the root repels nearby values; the iteration can then reach it only by landing on it exactly. For U = 8t the rule is τ_new = −(1 − τ²), which takes 0 to −1 and −1 back to 0. The iteration repeats these two values without end, although the root τ = −0.6180 exists and gives the exact energy.

The fault lies in the iteration, not in the CCD equation. One remedy is to take the average of the old and new values at each step. The error factor is then

½{1 + [1 − √(1 + U²/(16t²))]} = 1 − ½√(1 + U²/(16t²)).

Its magnitude is below 1 when the square root is below 4, that is, for U < 4√15 t. At U = 8t the square root is √5, so the averaged iteration is locally stable there. In this model the closed formula makes any iteration unnecessary.

Numerical values quoted here were computed with a short program.
